# Anisotropic Wannier-Mott exciton: an ellipsoidal trial function and the planar limit

## The problem

An electron and a hole move in a uniaxial crystal with axis $z$. Their bands are parabolic, with reduced masses $\mu_\perp$ in the plane and $\mu_\parallel$ along the axis. The static dielectric constants are $\varepsilon_\perp$ and $\varepsilon_\parallel$. The centre of mass is at rest, and electron-hole exchange, short-range corrections and the frequency dependence of the screening are neglected. This is the Wannier-Mott limit of the Bethe-Salpeter equation: the pair is large compared with the lattice spacing, and its envelope obeys a Schrödinger equation.

1. Find the screened attraction and show that, in suitable units, the Hamiltonian depends on a single number $\gamma$.
2. For $0<\gamma\le1$, minimize the energy of an exponential whose level surfaces are ellipsoids.
3. Check the isotropic limit.
4. A two-dimensional hydrogen atom is bound by four Rydbergs. Does the trial energy reach this value as $\gamma\to0$? Does the true energy, and how fast?
5. Evaluate the binding energy for $\mu_\perp=0.10\,m_0$, $\mu_\parallel=1.0\,m_0$, $\varepsilon_\perp=12$, $\varepsilon_\parallel=6$.

## Hints

- **Part 1.** Stretch the axes until Poisson's equation is isotropic. For the Hamiltonian, stretch $z$ until the kinetic energy is isotropic.
- **Part 2.** Use coordinates in which the ellipsoids are spheres. One length can be eliminated at once, because kinetic and potential energy scale differently with size.
- **Part 3.** Compare the slope in $\gamma$ as well as the value.
- **Part 4.** At fixed $z$, ask which in-plane wave function the limit requires. Then try a product, and look for a lower bound too.

## Solution

### 1. One anisotropy parameter

The potential of a charge $q$ obeys
$$\varepsilon_\perp(\partial_x^2+\partial_y^2)\phi+\varepsilon_\parallel\partial_z^2\phi=-\frac{q}{\epsilon_0}\,\delta(\mathbf r).$$
Set $x=\sqrt{\varepsilon_\perp}X$, $y=\sqrt{\varepsilon_\perp}Y$, $z=\sqrt{\varepsilon_\parallel}Z$. The left side becomes the ordinary Laplacian, and $\delta(\mathbf r)=\delta(\mathbf R)/(\varepsilon_\perp\sqrt{\varepsilon_\parallel})$. Hence, with $\rho^2=x^2+y^2$,
$$\phi=\frac{q}{4\pi\epsilon_0\,\varepsilon_\perp\sqrt{\varepsilon_\parallel}\sqrt{\rho^2/\varepsilon_\perp+z^2/\varepsilon_\parallel}}=\frac{q}{4\pi\epsilon_0\sqrt{\varepsilon_\perp\varepsilon_\parallel\rho^2+\varepsilon_\perp^2z^2}}.$$
The relative motion is therefore governed by
$$H=-\frac{\hbar^2}{2\mu_\perp}(\partial_x^2+\partial_y^2)-\frac{\hbar^2}{2\mu_\parallel}\partial_z^2-\frac{e^2}{4\pi\epsilon_0\sqrt{\varepsilon_\perp\varepsilon_\parallel\rho^2+\varepsilon_\perp^2z^2}}.$$

Now put $z=\sqrt{\mu_\perp/\mu_\parallel}\,z'$, so that $\partial_z^2/\mu_\parallel=\partial_{z'}^2/\mu_\perp$. The square root becomes
$$\sqrt{\varepsilon_\perp\varepsilon_\parallel}\,\sqrt{\rho^2+\gamma z'^2},\qquad \gamma=\frac{\varepsilon_\perp\mu_\perp}{\varepsilon_\parallel\mu_\parallel}.$$
Define
$$a^*=\frac{4\pi\epsilon_0\hbar^2\sqrt{\varepsilon_\perp\varepsilon_\parallel}}{\mu_\perp e^2},\qquad R^*=\frac{\hbar^2}{2\mu_\perp a^{*2}}=\mathrm{Ry}\,\frac{\mu_\perp/m_0}{\varepsilon_\perp\varepsilon_\parallel}.$$
The first definition gives $e^2/(4\pi\epsilon_0\sqrt{\varepsilon_\perp\varepsilon_\parallel}\,a^*)=\hbar^2/(\mu_\perp a^{*2})=2R^*$. With lengths in $a^*$, energies in $R^*$ and the prime dropped,
$$H=-\nabla^2-\frac{2}{\sqrt{\rho^2+\gamma z^2}}.$$

### 2. The ellipsoidal trial function

Take $\psi=e^{-u}$ with $u^2=\rho^2/a^2+z^2/b^2$. In the coordinates $(x/a,y/a,z/b)$ the density $e^{-2u}$ is spherical, and the Jacobian cancels from averages.

**Kinetic energy.** Since $\partial_x\psi=-(x/a^2u)\psi$, one needs $\langle (x/a)^2/u^2\rangle=1/3$, and likewise for the other axes:
$$T=\frac13\left(\frac2{a^2}+\frac1{b^2}\right).$$

**Potential energy.** Let $t$ be the cosine of the polar angle in the stretched coordinates. Then $\rho^2+\gamma z^2=u^2[a^2(1-t^2)+\gamma b^2t^2]$. The radial average is $\langle1/u\rangle=\int_0^\infty u\,e^{-2u}du\big/\int_0^\infty u^2e^{-2u}du=1$. With $\beta=\sqrt\gamma\,b/a$,
$$V=-\frac{2S}{a},\qquad S(\beta)=\int_0^1\frac{dt}{\sqrt{1-(1-\beta^2)t^2}}=\frac{\arccos\beta}{\sqrt{1-\beta^2}}\quad(\beta<1).$$

**Minimum over $a$.** Because $1/b^2=\gamma/(\beta^2a^2)$,
$$E=\frac{P}{3a^2}-\frac{2S}{a},\qquad P=2+\frac{\gamma}{\beta^2}.$$
At fixed $\beta$, $-2P/(3a^3)+2S/a^2=0$ gives $a=P/(3S)$, and
$$E=\frac{3S^2}{P}-\frac{6S^2}{P}=-\frac{3S^2}{P}.$$

**Minimum over $\beta$.** Setting the derivative of $\ln(S^2/P)$ to zero and multiplying by $\beta/2$ gives
$$\frac{\beta S'}{S}+\frac{g}{2+g}=0,\qquad g=\frac{\gamma}{\beta^2}.$$
Differentiating $S\sqrt{1-\beta^2}=\arccos\beta$ yields $S'=(\beta S-1)/(1-\beta^2)$. Define
$$q=-\frac{\beta S'}{S}=\frac{\beta(1-\beta S)}{S(1-\beta^2)},\qquad 1-q=\frac{S-\beta}{S(1-\beta^2)}.$$
The condition $g=q(2+g)$ has the solution $g=2q/(1-q)$, so $P=2+g=2/(1-q)$. Therefore
$$\boxed{\gamma=\frac{2\beta^3(1-\beta S)}{S-\beta},\qquad E=-\frac32\,\frac{S(S-\beta)}{1-\beta^2}}$$
is the minimum in parametric form.

**Uniqueness.** With $\beta=\cos\theta$ and $S=\theta/\sin\theta$,
$$\gamma=2\cos^2\theta\,\frac{N}{D},\quad N=\cos\theta(\sin\theta-\theta\cos\theta),\quad D=\theta-\sin\theta\cos\theta.$$
Here $N'=\theta\sin2\theta-\sin^2\theta$ and $D'=2\sin^2\theta$, so $N'/D'=\theta\cot\theta-\tfrac12$, which decreases with $\theta$. Since $N$ and $D$ vanish at $\theta=0$, $N/D$ is the average of $N'/D'$ over $(0,\theta)$ with positive weight $D'$, and it decreases too. It is positive because $\tan\theta>\theta$. Thus $\gamma$ rises steadily from 0 to 1 as $\beta$ goes from 0 to 1.

For $\beta=\cosh\eta>1$, the same steps give $\eta\coth\eta-\tfrac12$, which increases from $\tfrac12$, so $\gamma>1$ there. Each $\gamma\le1$ thus has one stationary point. As $E(\beta)$ is negative and tends to zero for both $\beta\to0$ and $\beta\to\infty$ at fixed $\gamma$, that point is the global minimum.

### 3. The isotropic limit

At $\gamma=1$ the solution is $\beta=1$, with $S=1$ and $P=3$. Then $a=b=1$ and $E=-1$. The trial function is $e^{-r}$, the exact ground state of $-\nabla^2-2/r$.

The slope is also exact. The Hellmann-Feynman theorem gives
$$\frac{dE}{d\gamma}\bigg|_{1}=\left\langle\frac{z^2}{r^3}\right\rangle=\frac13\left\langle\frac1r\right\rangle=\frac13.$$
For the trial energy, stationarity allows $\beta$ to be held fixed: $dE/d\gamma=3S^2/(P^2\beta^2)=3/9=1/3$.

### 4. The approach to four Rydbergs

**The ellipsoid.** For small $\gamma$, $\beta$ is small and $S=\pi/2-\beta+O(\beta^2)$. To leading order in the two corrections,
$$E\simeq-\frac{3\pi^2}{8}\left[1-\frac{4\beta}{\pi}-\frac{\gamma}{2\beta^2}\right].$$
Minimizing gives $4/\pi=\gamma/\beta^3$, or $\beta=(\pi\gamma/4)^{1/3}$. The last term is then $2\beta/\pi$, and
$$E\simeq-\frac{3\pi^2}{8}\left[1-\frac6\pi\left(\frac{\pi\gamma}{4}\right)^{1/3}\right]\simeq-3.701+6.52\,\gamma^{1/3}.$$
The trial energy stops at $-3.70$. It does not reach $-4$.

The axial kinetic energy is not to blame: $b=\beta a/\sqrt\gamma$ grows as $\gamma^{-1/6}$, so $1/(3b^2)$ vanishes. The fault is the in-plane profile. In the limit, the in-plane Hamiltonian at each $z$ is $-\nabla_\perp^2-2/\rho$. Its ground state is $e^{-2\rho}$, since
$$-\left(\partial_\rho^2+\frac1\rho\partial_\rho\right)e^{-2\rho}=\left(-4+\frac2\rho\right)e^{-2\rho},$$
which gives energy $-4$. The profile $\exp[-\sqrt{\rho^2/a^2+z^2/b^2}]$ changes with $z$ and, away from $z=0$, has no cusp at $\rho=0$. No choice of $a$ makes it $e^{-2\rho}$ at every $z$, so it costs energy however wide the ellipsoid is. In the limit $a=4/(3\pi)$, and even the slice $z=0$, with $k=1/a=2.36$ instead of 2, gives only $k^2-4k=-3.87$. The slices at $|z|=b$ and $2b$, where the profile has widened, give $-3.62$ and $-3.25$, and the weighted mean over $z$ is $-3.70$.

**The true energy: two bounds.** As $\gamma z^2\ge0$, the attraction is nowhere stronger than $-2/\rho$, and $-\partial_z^2$ is non-negative. Hence $E\ge-4$.

For an upper bound use the product $e^{-2\rho}\varphi(z)$. The normalized in-plane density is $(8/\pi)e^{-4\rho}$. At $d=\sqrt\gamma|z|$, the mean in-plane energy exceeds $-4$ by
$$W(d)=16\int_0^\infty\rho\,e^{-4\rho}\left[\frac2\rho-\frac{2}{\sqrt{\rho^2+d^2}}\right]d\rho=32\int_0^\infty e^{-4\rho}\left[1-\frac{\rho}{\sqrt{\rho^2+d^2}}\right]d\rho.$$
Replacing $e^{-4\rho}$ by 1 raises the integral to $d$, so $W\le32d$. It remains to solve
$$-\varphi''+F|z|\varphi=\lambda F^{2/3}\varphi,\qquad F=32\sqrt\gamma.$$
With $z=F^{-1/3}s$, the decaying solution for $s>0$ is $\mathrm{Ai}(s-\lambda)$. The ground state is even and smooth, so $\mathrm{Ai}'(-\lambda)=0$ and $\lambda=1.0188$. Thus
$$-4\le E\le-4+1.0188\,(32)^{2/3}\gamma^{1/3}=-4+10.27\,\gamma^{1/3}.$$
Both sides tend to $-4$: the true energy does reach four effective Rydbergs.

**The rate.** Let $E_2(d)$ be the lowest eigenvalue of $-\nabla_\perp^2-2/\sqrt{\rho^2+d^2}$. Replacing the in-plane Hamiltonian by $E_2(\sqrt\gamma|z|)$ at each $z$ can only lower the energy, so the ground level of $-\partial_z^2+E_2$ is a lower bound. By Hellmann-Feynman,
$$E_2'(d)=\left\langle\frac{2d}{(\rho^2+d^2)^{3/2}}\right\rangle\to4\pi\,|\psi(0)|^2=4\pi\cdot\frac8\pi=32,$$
because the kernel has planar integral $4\pi$ and contracts to the origin. The numerical check finds a mean slope of 31.985 between $d=0$ and $d=10^{-5}$. The relevant offsets, $d\sim\sqrt\gamma F^{-1/3}\propto\gamma^{1/3}$, vanish in the limit, so the lower bound has the same leading term. To leading order,
$$E\simeq-4+10.27\,\gamma^{1/3}.$$

This cube root is slow. Coming within 1% of four Rydbergs needs $10.27\,\gamma^{1/3}=0.04$, or $\gamma\approx6\times10^{-8}$. Numerical evaluation of the two adiabatic bounds, with $W$ and $E_2$ kept in full, gives, in $R^*$:

| $\gamma$ | lower | product (upper) | ellipsoid (upper) |
|---|---|---|---|
| $10^{-2}$ | $-2.668$ | $-2.273$ | $-2.605$ |
| $10^{-4}$ | $-3.598$ | $-3.559$ | $-3.415$ |
| $10^{-6}$ | $-3.902$ | $-3.900$ | $-3.637$ |

The ellipsoid is the better trial function at $\gamma=10^{-2}$, and the product is better at the two smaller values.

### 5. Numbers

The parameters give $\gamma=(12\times0.10)/(6\times1.0)=0.20$, $R^*=\mathrm{Ry}\times0.10/72=18.90$ meV and $a^*=44.9$ Å. The parametric curve is solved by $\beta=0.5669$, $S=1.1751$:
$$\gamma=\frac{2(0.1822)(0.3338)}{0.6082}=0.200,\qquad E=-\frac{1.5(1.1751)(0.6082)}{0.6786}=-1.580.$$
The binding energy is $1.580\times18.90=29.9$ meV. Diagonalizing the same Hamiltonian gives $-1.582\,R^*$, so the trial function misses 0.15% of the binding. At $\gamma=0.1$ it misses 0.33%, and at $\gamma=0.01$ it misses 1.6%. These are errors within the model, not against experiment.

The stretched semi-axes are $a=0.744$ and $b=0.943$. Undoing the stretch, the semi-axes of the trial function are $0.744\times44.9=33.4$ Å in the plane and $0.943\times44.9\times\sqrt{0.1}=13.4$ Å along the axis. They equal its rms extents $\langle x^2\rangle^{1/2}$ and $\langle z^2\rangle^{1/2}$, for which the exact ground state of the model has 33.8 Å and 12.9 Å. They are not the decay lengths of the far tail, which the energy fixes at $a^*/\sqrt{1.582}=35.7$ Å in the plane and $35.7\times\sqrt{0.1}=11.3$ Å along the axis.

The axial length limits the model. Physically it is $b\,a^*\sqrt{\mu_\perp/\mu_\parallel}=\beta a\,a^*\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$. If $\gamma\to0$ through a growing $\mu_\parallel$, it shrinks as $\gamma^{1/3}$. Once it is comparable with the lattice spacing, the envelope equation fails, and the limit of four Rydbergs then belongs to the continuum model rather than to the crystal. If instead $\varepsilon_\parallel$ grows, $R^*$ itself falls as $1/\varepsilon_\parallel$, and the binding energy in meV tends to zero.

## Variation 1: weak anisotropy

*Find the trial energy to second order in $\delta=\gamma-1$.*

Put $\beta^2=1+s$. Expanding the integrand of $S$ gives
$$S=1-\frac s6+\frac{3s^2}{40},\qquad S^2=1-\frac s3+\frac{8s^2}{45}.$$
Also $P/3=1+x/3$ with $x=\delta-s-\delta s+s^2$, so $3/P=1-x/3+x^2/9$. Multiplying and keeping second order,
$$-E=\frac{3S^2}{P}=1-\frac\delta3+\frac{\delta^2}{9}+\frac{2\delta s}{9}-\frac{7s^2}{45}.$$
The maximum over $s$ is at $s=5\delta/7$, where the two terms containing $s$ add up to $5\delta^2/63$. Since $\tfrac19+\tfrac5{63}=\tfrac4{21}$,
$$E=-1+\frac\delta3-\frac{4}{21}\delta^2+O(\delta^3).$$
The coefficient is $-0.1905$, while the diagonalization gives $-0.1910$. The quadratic term is thus close to the true one but, unlike the linear term, not equal to it.

## Variation 2: anisotropies that cancel

*Keep $\mu_\perp$, $\varepsilon_\perp$ and $\varepsilon_\parallel$ of part 5. For which $\mu_\parallel$ is the spectrum hydrogenic, and is the exciton then a sphere?*

The condition $\gamma=1$ requires $\mu_\parallel=\varepsilon_\perp\mu_\perp/\varepsilon_\parallel=0.20\,m_0$. The scaled Hamiltonian is then $-\nabla^2-2/r$, with bound levels $-R^*/n^2$. As $R^*$ does not contain $\mu_\parallel$, the binding energy is 18.9 meV.

The state is not spherical in the crystal. Its decay lengths are $a^*=44.9$ Å in the plane and $a^*\sqrt{\mu_\perp/\mu_\parallel}=44.90\times\sqrt{0.5}=31.75$ Å along the axis. A hydrogenic series is therefore no evidence that the masses or the screening are isotropic: within this model it appears whenever $\gamma=1$.

## Computed results

```
mu_perp, mu_par = 0.10, 1.00 m0
eps_perp, eps_par = 12.0, 6.0
gamma = 0.2000
R* = 18.897 meV
a* = 44.90 angstrom
beta = 0.56692, S = 1.17512
a, b = 0.74383, 0.94293 a* (stretched coordinates)
physical semi-axes: in-plane 33.40, axial 13.39 angstrom
trial energy = -1.57982 R*
trial binding energy = 29.854 meV
diagonalization binding energy = 29.898 meV
largest change on enlarging the basis = 4.2e-05 R*
gamma, beta, trial E (R*), diagonalized E (R*), binding missed (%)
  1.00  1.0000  -1.0000  -1.0000  0.00
  0.50  0.7818  -1.2411  -1.2414  0.03
  0.20  0.5669  -1.5798  -1.5822  0.15
  0.10  0.4457  -1.8387  -1.8448  0.33
  0.01  0.2026  -2.6048  -2.6464  1.57
slope at gamma=1: trial 0.3333, diag. 0.3333 R*
quadratic coefficient: trial -0.1905, diag. -0.1910 R*
ellipsoid limit gamma->0 = -3.70110 R*
ellipsoid gamma^(1/3) coefficient = 6.5217 R*
|a1'| = 1.01879
true gamma^(1/3) coefficient = 10.2688 R*
planar slope at d = 1e-05 a*: 31.985 R*/a*
gamma, lower bound, product upper bound, ellipsoid, Airy law (R*)
  1e-02  -2.6683  -2.2733  -2.6048  -1.7877
  1e-04  -3.5975  -3.5588  -3.4153  -3.5234
  1e-06  -3.9023  -3.8996  -3.6367  -3.8973
  1e-09  -3.9898  -3.9898  -3.6946  -3.9897
```
